# Particle size after surface-diffusion breakup of a solid cylinder: a program that tests the result

```python
"""
Result under test: a free cylinder of radius R, evolving by surface diffusion
with isotropic surface energy, has the fastest wavelength 2*sqrt(2)*pi*R.
If each wavelength becomes one sphere, the sphere radius is
a = (3*pi/sqrt(2))**(1/3) * R, about 1.88 R.

Symbols: kappa = sum of principal curvatures (+1/R for the cylinder),
B = mobility constant in v_n = B * surface Laplacian of kappa,
k = 2*pi/wavelength, x = k*R, n = azimuthal mode number.
Numerical work uses R = 1 and B = 1; the example restores R in nm.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def symbolic_growth_rate():
    """Rate divided by B, from the divergence of the unit normal."""
    rho, R, k, n = sp.symbols("rho R k n", positive=True)
    theta, z, eps = sp.symbols("theta z epsilon", real=True)
    shape = sp.cos(n * theta) * sp.cos(k * z)
    level = rho - R - eps * shape
    grad = [sp.diff(level, rho), sp.diff(level, theta) / rho,
            sp.diff(level, z)]
    norm = sp.sqrt(sum(g**2 for g in grad))
    normal = [g / norm for g in grad]
    kappa = (sp.diff(rho * normal[0], rho) / rho
             + sp.diff(normal[1], theta) / rho + sp.diff(normal[2], z))
    on_surface = kappa.subs(rho, R + eps * shape)
    kappa_first = sp.simplify(sp.diff(on_surface, eps).subs(eps, 0))
    laplacian = (sp.diff(kappa_first, theta, 2) / R**2
                 + sp.diff(kappa_first, z, 2))
    return sp.simplify(laplacian / shape), R, k, n


def derivative(values, length):
    """Spectral derivative of a periodic function."""
    count = len(values)
    waves = 2 * np.pi * np.arange(count // 2 + 1) / length
    return np.fft.irfft(1j * waves * np.fft.rfft(values), n=count)


def radius_velocity(radius, length):
    """Full nonlinear dr/dt for an axisymmetric surface, with B = 1."""
    slope = derivative(radius, length)
    stretch = np.sqrt(1 + slope**2)
    kappa = (1 / (radius * stretch)
             - derivative(slope, length) / stretch**3)
    kappa_s = derivative(kappa, length) / stretch
    kappa_ss = derivative(kappa_s, length) / stretch
    normal_velocity = kappa_ss + slope / stretch / radius * kappa_s
    return stretch * normal_velocity


def measured_rate(wavelength):
    """Growth rate of a tiny ripple under the nonlinear law, R = B = 1."""
    count, amplitude = 32, 1e-4
    ripple = np.cos(2 * np.pi * np.arange(count) / count)
    velocity = radius_velocity(1 + amplitude * ripple, wavelength)
    return 2 * np.mean(velocity * ripple) / amplitude


def sphere_volume(a):
    return quad(lambda z: np.pi * (a**2 - z**2), -a, a)[0]


def sphere_area(a):
    return quad(lambda t: 2 * np.pi * a**2 * np.sin(t), 0, np.pi)[0]


def sphere_radius_for(volume):
    return brentq(lambda a: sphere_volume(a) - volume, 0.01, 10.0,
                  xtol=1e-13)


# Growth rate for every azimuthal mode, checked symbolically
rate, R_s, k_s, n_s = symbolic_growth_rate()
x2 = (k_s * R_s)**2
claimed = (n_s**2 + x2) * (1 - n_s**2 - x2) / R_s**4
assert sp.simplify(rate - claimed) == 0

# No growth of non-axisymmetric modes, using the derived symbolic rate
rate_number = sp.lambdify((R_s, k_s, n_s), rate, "numpy")
x_grid = np.linspace(0.01, 3.0, 300)
for mode in range(1, 6):
    assert np.all(rate_number(1.0, x_grid, float(mode)) < 0)

# Axisymmetric growth rate against the nonlinear law on a grid
for x in (0.3, 0.5, 0.7, 0.9, 1.2):
    assert abs(measured_rate(2 * np.pi / x) - x**2 * (1 - x**2)) < 1e-5

# Stability limit found from the nonlinear law
limit = brentq(measured_rate, 5.0, 8.0)
assert abs(limit - 2 * np.pi) < 1e-4

# Fastest wavelength by maximization; a flat maximum amplifies rounding
search = minimize_scalar(lambda w: -measured_rate(w), bounds=(6.5, 15.0),
                         method="bounded", options={"xatol": 1e-6})
fastest_numeric = search.x
fastest = 2 * np.sqrt(2) * np.pi
assert abs(fastest_numeric / fastest - 1) < 1e-3
assert abs(-search.fun - 0.25) < 1e-5

# Volume conservation at finite amplitude
grid = np.arange(64) / 64
finite_shape = 1 + 0.2 * np.cos(2 * np.pi * grid)
volume_change = finite_shape * radius_velocity(finite_shape, fastest)
imbalance = abs(np.mean(volume_change)) / np.mean(np.abs(volume_change))
assert imbalance < 1e-8

# Sphere radius: numerical wavelength and volume against closed form
a_numeric = sphere_radius_for(np.pi * fastest_numeric)
a_closed = (3 * np.pi / np.sqrt(2))**(1 / 3)
assert abs(a_numeric / a_closed - 1) < 5e-4
assert abs(a_closed - 1.88) < 0.005

# Spheres do not touch, and breakup lowers the surface area
assert 2 * a_numeric < fastest_numeric
area_ratio = sphere_area(a_numeric) / (2 * np.pi * fastest_numeric)
assert abs(area_ratio - (9 / (2 * fastest))**(1 / 3)) < 5e-4
assert area_ratio < 1

# Effects of a longer spacing and of satellites
a_longer = sphere_radius_for(np.pi * 1.1 * fastest)
a_satellite = sphere_radius_for(np.pi * fastest * 0.95)
assert abs(a_longer / a_closed - 1.1**(1 / 3)) < 1e-9
assert abs(a_satellite / a_closed - 0.95**(1 / 3)) < 1e-9

# Worked example
R_nm = 50.0
print("General results")
print(f"stability limit, numerical: {limit:.4f} R")
print(f"fastest wavelength, numerical: {fastest_numeric:.3f} R")
print(f"fastest wavelength, closed form: {fastest:.4f} R")
print(f"largest growth rate, numerical: {-search.fun:.4f} B/R^4")
print(f"relative volume imbalance below 1e-8: {imbalance < 1e-8}")
print(f"(a/R)^3, closed form: {a_closed**3:.4f}")
print(f"sphere radius, numerical: {a_numeric:.3f} R")
print(f"sphere radius, closed form: {a_closed:.4f} R")
print(f"final/initial surface area: {area_ratio:.3f}")
print("Worked example")
print(f"wire radius: {R_nm:.0f} nm")
print(f"fastest wavelength: {fastest * R_nm:.1f} nm")
print(f"volume per wavelength: {np.pi * fastest * R_nm**3:.4e} nm^3")
print(f"sphere radius: {a_closed * R_nm:.1f} nm")
print(f"sphere diameter: {2 * a_closed * R_nm:.1f} nm")
print(f"gap between spheres: {(fastest - 2 * a_closed) * R_nm:.1f} nm")
print(f"radius if spacing is 10% longer: {a_longer * R_nm:.1f} nm")
print(f"radius change for that spacing: {100*(a_longer/a_closed-1):.1f} %")
print(f"main radius with 5% in satellites: {a_satellite * R_nm:.1f} nm")
print(f"radius change for satellites: {100*(a_satellite/a_closed-1):.1f} %")
print("no test failed")
```

It prints:

```
General results
stability limit, numerical: 6.2832 R
fastest wavelength, numerical: 8.886 R
fastest wavelength, closed form: 8.8858 R
largest growth rate, numerical: 0.2500 B/R^4
relative volume imbalance below 1e-8: True
(a/R)^3, closed form: 6.6643
sphere radius, numerical: 1.882 R
sphere radius, closed form: 1.8819 R
final/initial surface area: 0.797
Worked example
wire radius: 50 nm
fastest wavelength: 444.3 nm
volume per wavelength: 3.4894e+06 nm^3
sphere radius: 94.1 nm
sphere diameter: 188.2 nm
gap between spheres: 256.1 nm
radius if spacing is 10% longer: 97.1 nm
radius change for that spacing: 3.2 %
main radius with 5% in satellites: 92.5 nm
radius change for satellites: -1.7 %
no test failed
```
